# From lattice growth rates to a height Langevin equation

Suppose the average relaxation of a growing surface is known and fluctuations are added by hand, as white noise with the strength of the deposition flux. With the beam off, this noise vanishes and the equation flattens the surface completely. A crystal surface at finite temperature does not become flat, because atoms still hop and each hop is a random event. In the example worked out below, hopping noise supplies most of the mean-square roughness. The noise strength is therefore not free: the rates that produce the drift also determine the noise.

Let $h=(h_1,\dots,h_N)$ be integer column heights, in layers, on a periodic lattice with $z$ neighbours per site. An event changes $h$ to $h+r$ at rate $W_r(h)$. Gain minus loss gives the master equation

$$\partial_tP(h)=\sum_r\left[W_r(h-r)P(h-r)-W_r(h)P(h)\right].$$

If the rates and $P$ have smooth continuations to real heights, the gain term is a shifted function, which Taylor's theorem expands in powers of $r$. The zeroth-order term cancels the loss, leaving the Kramers-Moyal series

$$\partial_tP=-\sum_i\partial_i(K^{(1)}_iP)+\frac12\sum_{ij}\partial_i\partial_j(K^{(2)}_{ij}P)-\dots,$$

$$K^{(1)}_i=\sum_r r_iW_r,\qquad K^{(2)}_{ij}=\sum_r r_ir_jW_r .$$

These coefficients have a direct meaning. In a short time $dt$, event $r$ occurs with probability $W_r\,dt$, so the increment has mean $K^{(1)}dt$ and second moment $K^{(2)}dt$. Its covariance is $K^{(2)}dt-K^{(1)}K^{(1)T}dt^2$, which equals $K^{(2)}dt$ to first order. If the series is cut after its second term, the resulting Fokker-Planck equation belongs to the Ito equation

$$dh_i=K_i^{(1)}dt+dB_i,\qquad \langle dB_i\,dB_j\rangle=K^{(2)}_{ij}dt,$$

with the coefficients evaluated at the start of the interval. The covariance is admissible because $v^TK^{(2)}v=\sum_rW_r(v\cdot r)^2\ge0$ for every $v$.

The cut itself still needs a justification. A single atom changes a height by one layer, which is not small by itself. A definite model shows when it is small compared with the fluctuations. Take the energy

$$E=\frac J2\sum_{\rm bonds}(h_i-h_j)^2,\qquad \varepsilon=\frac J{kT}.$$

Removing an atom from site $i$ changes each of its $z$ bond terms from $(h_i-h_j)^2$ to $(h_i-h_j-1)^2$. Hence

$$E(h-e_i)-E(h)=\frac J2\sum_{j\sim i}[1-2(h_i-h_j)]=J\left(\frac z2+\Delta h_i\right),$$

where $e_i$ is one atom on site $i$, $j\sim i$ denotes neighbours, and $\Delta h_i=\sum_{j\sim i}(h_j-h_i)$ is the lattice Laplacian. Let the total hop rate from site $i$ be

$$k_i=k_0e^{-\varepsilon(z/2+\Delta h_i)},$$

with each neighbour chosen with probability $1/z$. A peak has negative $\Delta h_i$ and loses atoms quickly. These rates obey detailed balance: the hop and its reverse pass through the same configuration with the atom removed, so the ratio of their rates is $e^{-[E(h')-E(h)]/kT}$, where $h'=h-e_i+e_j$. Deposition adds atoms at rate $F$ per site and breaks this balance.

Now the moments follow by counting. Deposition has $r=e_i$ and a hop has $r=e_j-e_i$. Site $i$ gains $F$, loses $k_i$, and receives $k_j/z$ from each neighbour:

$$K^{(1)}_i=F-k_i+\frac1z\sum_{j\sim i}k_j=F+\frac1z(\Delta k)_i.$$

In the diagonal second moment losses and gains both count positively, since $(\pm1)^2=1$. A hop between neighbours changes their heights in opposite directions, so its product is $-1$:

$$K^{(2)}_{ii}=F+k_i+\frac1z\sum_{j\sim i}k_j,\qquad K^{(2)}_{ij}=-\frac{k_i+k_j}{z}\quad(j\sim i).$$

All other elements vanish. The hopping part has zero row sums: the diagonal $k_i+\sum_jk_j/z$ is cancelled by $-\sum_j(k_i+k_j)/z$. Hopping noise therefore cannot change the total amount of material.

A three-site ring with heights $(0,2,-1)$, $z=2$, $\varepsilon=0.5$, $k_0=1$ and $F=0.7$ tests these expressions. The Laplacians are $(1,-5,4)$ and the hop rates $(e^{-1},e^{2},e^{-2.5})=(0.368,7.389,0.082)$. The drift of $h_1-h_0$ is $-\frac32(7.389-0.368)=-10.53$. Propagating the master equation over a short time gives the same value, and for the second moment of this difference it gives 20.87, as does the formula.

To see which terms survive, measure heights from their spatial mean $\bar h$ and set $x_i=\sqrt\varepsilon\,(h_i-\bar h)$, $\tau=\varepsilon t$. This is the natural scale, because the energy divided by $kT$ becomes $\frac12\sum(x_i-x_j)^2$, free of $\varepsilon$. One atom now makes a jump of order $\sqrt\varepsilon$. Keep $N$ and $F/k_0$ fixed and expand

$$k_i=k_0\left[1-\sqrt\varepsilon\,\Delta x_i+\frac\varepsilon2\left((\Delta x_i)^2-z\right)+\dots\right].$$

The uniform flux drops out of the relative drift. The constant in $k_i$ is removed by the outer Laplacian. Multiplying the height drift by $\sqrt\varepsilon$ and dividing by $\varepsilon$ for the new time unit gives

$$\frac{d\langle x_i\rangle}{d\tau}=-\frac{k_0}{z}\langle\Delta^2x_i\rangle+O(\sqrt\varepsilon).$$

The second moment acquires $(\sqrt\varepsilon)^2/\varepsilon=1$ and stays finite, with $k_i$ replaced by $k_0$. The moment of order $n$ acquires $\varepsilon^{n/2-1}$, so the third is at most of order $\sqrt\varepsilon$. On smooth test functions of bounded support the generator of the jump process thus tends to that of a linear diffusion, and the standard diffusion-approximation theorem gives convergence over fixed intervals of $\tau$, if the initial distributions converge.

Returning to heights and $t$, the limiting equation is

$$\frac{dh_i}{dt}=F-\frac{\varepsilon k_0}{z}\Delta^2h_i+\eta_i,$$

$$\langle\eta_i(t)\eta_j(t')\rangle=\left[F\delta_{ij}-\frac{2k_0}{z}\Delta_{ij}\right]\delta(t-t').$$

Here $\Delta_{ii}=-z$ and $\Delta_{ij}=1$ for neighbours, so the bracket is $F+2k_0$ on the diagonal and $-2k_0/z$ between neighbours, as required by $K^{(2)}$ at equal rates. Keeping the full exponential drift while still discarding third moments would not be a consistent next approximation: nonlinear drift, height-dependent noise and third moments can all enter at relative order $\sqrt\varepsilon$. Nor does the argument cover rates that jump with an integer bond count. They have jump moments on the lattice, but no unique smooth continuation between lattice heights.

The linear equation separates into Fourier modes. Define $h_q=\sum_je^{-iq\cdot j}h_j$, $S=\langle|h_q|^2\rangle/N$ and $\omega=\sum_{\rm axes}(2-2\cos q)$. On a chain or square lattice $\Delta$ becomes $-\omega$, so the damping rate and noise strength are

$$\lambda=\frac{\varepsilon k_0}{z}\omega^2,\qquad D=F+\frac{2k_0}{z}\omega .$$

Ito's rule gives $dS/dt=-2\lambda S+D$: damping acts on both factors of $|h_q|^2$, and the noise adds its variance. Without flux the stationary value is

$$S_{\rm th}=\frac D{2\lambda}=\frac{2k_0\omega/z}{2\varepsilon k_0\omega^2/z}=\frac1{\varepsilon\omega}.$$

This is the equipartition result for the energy $E$ with continuous heights. The kinetic rate $k_0$ has cancelled, as it must in equilibrium. For a surface annealed before the beam is opened, $S(0)=S_{\rm th}$ and

$$S(t)=\frac1{\varepsilon\omega}+\frac F{2\lambda}\left(1-e^{-2\lambda t}\right).$$

At early times the added power is $Ft$, the Poisson noise of the deposited atoms. At late times it saturates at $F/(2\lambda)$, which varies as $\omega^{-2}$ and so exceeds the thermal part at long wavelengths.

The small-$\varepsilon$ limit was tested with growth at $F=k_0$ on the three-site ring, where the stationary master equation can be solved numerically. Relative to the linear result, the variance error is 0.006% at $\varepsilon=0.10$ and 0.001% at $\varepsilon=0.05$. This is much smaller than the power counting requires. The first correction seems to cancel in this case, but the cancellation has not been derived here and is not general: on the same ring at $F=4k_0$ the error falls only roughly in proportion to $\varepsilon$. It should not be assumed for other fluxes or lattices.

The numerical example below has $\varepsilon$ near one, where the limit alone says little. Expanding about a flat surface would then be misleading, since a flat site has hop rate $k_0e^{-\varepsilon z/2}$. The thermal average is different. At $F=0$,

$$\langle k_i\rangle=\frac{k_0}{Z}\sum_he^{-E(h)/kT}e^{-[E(h-e_i)-E(h)]/kT}=\frac{k_0}{Z}\sum_he^{-E(h-e_i)/kT}=k_0,$$

where $Z$ is the partition function. The last step relabels the integer heights; the common height of the whole surface is held fixed by pinning one other site. In this average $k_0$ is the mean hop rate at any $\varepsilon$, and $2k_0\omega/z$ is the mean hopping noise. The sum includes surfaces with different total numbers of atoms, whereas hopping alone conserves that number. At a fixed total the relabelling gives instead the ratio of the partition functions for totals one atom apart. This ratio is close to one on a large rough surface, but not on a very small one. Enumeration over all totals on a $2\times2$ torus confirms $\langle k_i\rangle/k_0=1$ to ten decimals at $\varepsilon=1.03$.

The damping can be followed in the same way. Assume local equilibrium with a slowly varying chemical potential $\mu_i$, that is, weights $e^{-(E-\sum_i\mu_ih_i)/kT}$ with $\sum_i\mu_i=0$. Relabelling now leaves a factor $e^{\mu_i/kT}$, so $\langle k_i\rangle=k_0e^{\mu_i/kT}$. Since the mean bond current is $(\langle k_i\rangle-\langle k_j\rangle)/z$, small $\mu$ gives the drift $(k_0/zkT)\Delta\mu_i$. With $\mu_i=-J\Delta\langle h_i\rangle$, the linear term found above returns. At finite $\varepsilon$ this rests on local equilibrium and on the stiffness remaining close to $J$.

Integer heights change the stiffness. Poisson summation replaces the sum over integers by Gaussian integrals with factors $e^{2\pi i\sum_jm_jh_j}$, where the integers $m_j$ sum to zero. The leading terms have $m=+1$ and $-1$ on two sites separated by $R$. With $G(R)$ the continuous-height correlation function, their weight is

$$w(R)=e^{-4\pi^2[G(0)-G(R)]}.$$

Completing the square shifts $h_q$ by an imaginary amount and lowers $|h_q|^2$ by $4\pi^2S_{\rm th}^2|m_q|^2$, with $|m_q|^2=2-2\cos(q\cdot R)$. Summing over pairs gives

$$\frac{\delta S}{S_{\rm th}}\simeq-4\pi^2S_{\rm th}\sum_Rw(R)\left[2-2\cos(q\cdot R)\right].$$

On the $2\times2$ torus at $\varepsilon=1.03$ this predicts $-3.19\%$, against $-3.17\%$ by enumeration. On a large square lattice $G(0)-G(R)=1/(4\varepsilon)$ for neighbours, so their weight is $e^{-\pi^2/\varepsilon}$. It rises steeply as the surface is cooled. Once such pairs are no longer rare, this leading correction to the stiffness is not enough, and below the roughening transition the Gaussian description itself fails.

Growth also shifts the mean hop rate. For Gaussian heights $\langle k\rangle=k_0e^{-\varepsilon z/2+\varepsilon^2\langle(\Delta h)^2\rangle/2}$. The thermal spectrum contributes $\langle(\Delta h)^2\rangle=N^{-1}\sum_q\omega^2/(\varepsilon\omega)=z/\varepsilon$, because the mean of $\omega$ is $z$; this cancels the first exponent. Saturated growth noise adds $zF(1-1/N)/(2\varepsilon k_0)$. To first order,

$$\frac{\langle k\rangle}{k_0}-1\simeq\frac{\varepsilon zF}{4k_0}\left(1-\frac1N\right).$$

On the growing ring, the ratio of the computed shift to this estimate extrapolates to 0.9997 as $\varepsilon\to0$.

For a numerical case, take homoepitaxy in the regime of thermally rough Pb(110), idealized as a square lattice with $z=4$. The inputs are assumed illustrative values, not measured ones: $T=450$ K, $J=0.04$ eV, activation energy 0.80 eV, attempt rate $10^{12}$ s$^{-1}$, flux 1 layer/s for 100 s, layer height $c=0.175$ nm and mean site spacing $a=0.416$ nm. The film is 17.5 nm thick and the domain has $512\times512$ sites, 213 nm on a side. With $kT=0.03878$ eV,

$$\varepsilon=\frac{0.04}{0.03878}=1.03,\qquad k_0=10^{12}e^{-0.80/0.03878}\simeq1.10\times10^3\ {\rm s^{-1}}.$$

Because $\varepsilon$ is not small, the spectrum was also tested by kinetic Monte Carlo at this $\varepsilon$, with 2000 copies of an $8\times8$ lattice. For the longest waves at rest, simulation gives $S=1.591$ and theory 1.655 layers squared. After growth for $10/k_0$ at $F=0.1k_0$, the values are 2.10 and 2.12. Four independent real amplitudes per copy give a sampling error near $\sqrt{2/8000}=1.6\%$. The 4% deficit at rest is somewhat over two such errors. Each copy keeps its number of atoms while at rest, and the starting surfaces have mean heights close to an integer, so the run does not sample all totals as the thermal average does. On a lattice this small the effect is large: in equilibrium $S$ lies about 9.5% below the formula near integer mean height, about 8% above it near half-integer mean height, and only 0.9% below it when all totals are sampled, as the leading integer-height correction predicts. The run also starts from the theoretical spectrum and is annealed for only $12/k_0$, about two relaxation times of these waves, so 1.591 is not yet an equilibrium value. The comparison therefore supports the theory only at the level of about ten per cent on this lattice.

At wavelengths much longer than $a$, $\omega\simeq a^2Q^2$, where $Q$ is the physical wave number. With the height now in nm and $\kappa=\varepsilon k_0/4=283$ s$^{-1}$, the equation becomes

$$\partial_th=Fc-\kappa a^4\nabla^4h+\eta,$$

$$\langle\eta\eta'\rangle=c^2\left[Fa^2-\frac{k_0a^4}{2}\nabla^2\right]\delta^2(\mathbf r-\mathbf r')\,\delta(t-t').$$

The factor $a^2$ in the white noise comes from $\delta_{ij}\to a^2\delta^2(\mathbf r-\mathbf r')$. The coefficients are $\kappa a^4=8.48$ nm$^4$/s, $Fc^2a^2=0.0053$ nm$^4$/s and $k_0c^2a^4/2=0.503$ nm$^6$/s. Deposition and hopping noise are equal when $F=k_0\omega/2$, or $\omega=2F/k_0=1.82\times10^{-3}$. The corresponding wavelength is $2\pi a/\sqrt\omega=61$ nm. Hopping noise is the stronger at all shorter wavelengths.

The mean-square roughness is $w^2=N^{-1}\sum_{q\ne0}S$. Its thermal part is 1.01 layers squared. This presumes a long anneal: the 213 nm wave relaxes in $1/(2\lambda)\simeq8\times10^4$ s, and hopping noise acting on a flat surface for 100 s builds up only 0.71. For the growth part, the long-wave form with $u=a^2Q^2$ gives

$$w_F^2=\frac F{8\pi\kappa}\int_0^\infty du\,\frac{1-e^{-2\kappa tu^2}}{u^2}=\frac F{8\pi\kappa}\sqrt{2\pi\kappa t}=\frac F8\sqrt{\frac{2t}{\pi\kappa}}.$$

The prefactor combines $d^2(aQ)/(2\pi)^2=du/(4\pi)$ with $F/(2\kappa)$, and the integral follows by parts. Numerically, $w_F^2=\frac18\sqrt{200/(\pi\times283)}=0.0593$, against 0.0591 from the lattice sum. The rms roughness rises only from 0.176 to 0.181 nm. This law needs a domain large enough that its longest waves have not saturated.

The spectrum shows growth more clearly. Its fractional gain is

$$\frac S{S_{\rm th}}-1=\frac{2F}{k_0}\sqrt{2\kappa t}\;\frac{1-e^{-s^2}}s,\qquad s=\omega\sqrt{2\kappa t}.$$

The last fraction is largest when $2s^2=e^{s^2}-1$, at $s=1.12$, where it equals 0.638. The prefactor is $1.82\times10^{-3}\times238\simeq0.43$, so the peak gain is 28%, at a wavelength of 38 nm. It lies below the 61 nm crossover because the longer waves have not had time to accumulate their stationary growth noise.

Of the omissions estimated here, the largest is a current that depends on slope. Step-edge barriers can send deposited atoms uphill, while downward funnelling sends them downhill. If each atom is displaced by half a site per unit slope, the current is $\pm\frac F2\nabla h$ in lattice units, and the damping becomes $\kappa\omega^2\mp\frac F2\omega$, with the upper sign for uphill. An uphill current makes the damping negative for $\omega<F/(2\kappa)$, here at wavelengths above 62 nm, so these waves are unstable. Their shortest growth time, $16\kappa/F^2\simeq4500$ s, is long compared with the 100 s of deposition, but the linear equation cannot be continued to arbitrarily late times. The half site is an assumption: for a displacement of $d$ sites per unit slope the time is $4\kappa/(d^2F^2)$, which is already near 100 s at $d=3$. With all other inputs fixed, the spectrum changes by up to $+31\%$ or $-21\%$ relative to the model without this current. The final rms roughness becomes 0.187 or 0.176 nm. The downhill current thus almost hides the growth roughening, and the uphill one more than doubles the rise in rms. A measured spectrum could not be assigned to deposition noise alone without knowing this current.

The other estimates are smaller. A stiffness ratio of 4:1 at fixed geometric mean changes the thermal rms by 0.5%, integer heights lower the longest-wave spectrum by 0.7% in the leading estimate, and growth raises the mean hop rate by about 0.1%. Evaporation, with a rough barrier of 2.0 eV and attempt rate $10^{13}$ s$^{-1}$, is $4\times10^{-10}$ of the flux. Real Pb(110) has a rectangular cell, direction-dependent hopping and bonds that are not quadratic in height differences, so these figures describe the model's regime and are not predictions for a particular film. With $J=0.04$ eV the model roughens near 350 K, whereas Pb(110) roughens near 415 K; matching that temperature gives $\varepsilon\simeq1.23$ at 450 K, where the leading integer-height correction is about 4%. The hop rate is likewise assumed, and the real surface may be much faster: at $k_0\sim10^9$ s$^{-1}$ the growth part on this domain would be of order $10^{-6}$ layers squared. The growth part is sensitive to the activation energy: an increase of 0.1 eV divides $k_0$ by about 13 and, since $w_F^2\propto k_0^{-1/2}$, multiplies the growth part by about 3.6, while the thermal part stays unchanged. The full set of values is in the numerical output.

## Numbers as computed

```
TESTS
ring drift, exact (1/k0 units): [-10.5315   0.4287]
ring drift, formula: [-10.5318   0.4287]
ring second moments, exact: [20.8738  5.1711  5.1711  9.9138]
ring second moments, formula: [20.8744  5.1713  5.1713  9.914 ]
ring variance error, eps=0.10: 0.006 %
ring variance error, eps=0.05: 0.001 %
ring variance error, extrapolated: -0.003 %
rate correction, exact/closure, eps->0: 0.9997
2x2 torus mean hop rate / k0: 1.0000000000
2x2 integer-height shift, exact: -3.174 %
2x2 integer-height shift, formula: -3.194 %
Monte Carlo: 8x8 sites, 2000 copies, F/k0 = 0.1
Monte Carlo growth time: 10 /k0
S at rest, Monte Carlo: 1.591 layer^2
S at rest, theory: 1.655 layer^2
S after growth, Monte Carlo: 2.096 layer^2
S after growth, theory: 2.124 layer^2
EXAMPLE
temperature: 450 K, kT: 0.03878 eV
J: 0.040 eV, eps = J/kT: 1.0315
activation energy: 0.80 eV, attempt: 1e+12 1/s
mean hop rate k0: 1097.5 1/s
flux: 1.0 layer/s, time: 100 s
layer: 0.175 nm, site: 0.416 nm
film thickness: 17.50 nm
domain: 512 sites = 213.0 nm
kappa: 283.01 1/s = 8.476 nm^4/s
white noise strength: 0.00530 nm^4/s
conserved noise: 0.5033 nm^6/s
crossover omega: 1.822e-03, wave: 61.2 nm
thermal w^2: 1.0098 layer^2
growth w^2, lattice sum: 0.05905 layer^2
growth w^2, continuum law: 0.05929 layer^2
rms roughness before: 0.1759 nm
rms roughness after: 0.1809 nm
largest spectral gain: 27.7 %
wavelength of largest gain: 37.7 nm
NEGLECTED EFFECTS
uphill current, largest spectral change: 30.6 %
downhill current, largest change: -21.1 %
rms with uphill current: 0.1870 nm
rms with downhill current: 0.1760 nm
stiffness ratio 4:1, thermal rms change: 0.5 %
evaporation inputs: 2.0 eV, 1e+13 1/s
evaporation / deposition: 4.0e-10
integer heights, spectral shift: -0.71 %
growth correction to hop rate: 0.094 %
```
